# The unstrained direction in X-ray stress measurement of an isotropic film

## A case that can be seen through

Take a film with Poisson ratio $\nu=1/3$ and Young modulus $E$, pulled by the same tensile stress $\sigma$ along $x$ and $y$ and free to move along its normal $z$. Each in-plane direction is stretched by its own stress and contracted by the other:

$$e_p=\frac{\sigma}{E}-\frac13\frac{\sigma}{E}=\frac{2\sigma}{3E}.$$

The normal direction carries no stress and is contracted by both:

$$e_z=-\frac13\frac{\sigma}{E}-\frac13\frac{\sigma}{E}=-\frac{2\sigma}{3E}.$$

The two strains are equal and opposite. Along a direction tilted by $\psi$ from the normal, the small strain is $e_p\sin^2\psi+e_z\cos^2\psi=-(2\sigma/3E)\cos2\psi$. It vanishes at $\psi=45^\circ$, whatever the stress. Lattice planes whose normal lies there keep their stress-free spacing, so that spacing can be read from a film that remains under stress. For other values of $\nu$ the direction moves, as follows.

## Setting and assumptions

X-ray diffraction measures the spacing $d$ of planes through Bragg's law, $\lambda=2d\sin\theta$, where $\lambda$ is the wavelength and $2\theta$ the angle through which the beam is turned. The planes that diffract have their normal along a direction $n$ fixed by the instrument: it bisects the angle between the directions from the film to the source and from the film to the detector. In a polycrystal, different grains supply these planes as the film is tilted. Let $\psi$ be the angle between $n$ and the film normal, and let $s=\sin^2\psi$. Tension is positive. The assumptions are:

1. Every grain is elastically isotropic and linear, with the same $E>0$ and $-1<\nu\le 1/2$. Strains are small.
2. The surface is free, the region measured is far from edges, and the stress does not vary along the film. The in-plane stress is equibiaxial: it is the same in every in-plane direction. Until stated otherwise it is also uniform in depth.
3. All grains share one stress-free spacing $d_0$ for the chosen reflection. It belongs to the film's own material at the temperature of measurement.

**Theorem.** To first order in strain,

$$\varepsilon(\psi)\equiv\frac{d-d_0}{d_0}=\frac{\sigma}{E}\left[(1+\nu)\sin^2\psi-2\nu\right].$$

If $\sigma\ne0$, this line has the single zero

$$s_0=\frac{2\nu}{1+\nu},$$

which is a real direction when $0\le\nu\le1/2$.

## Three lemmas

**Lemma 1 (spacing along a fixed direction).** If a homogeneous deformation carries each point $X$ to $x=FX$, planes found with unit normal $n$ after deformation have $d=d_0|F^Tn|$. To first order, $\varepsilon=n\cdot\epsilon\,n$, where $\epsilon$ is the strain tensor.

*Proof.* Before deformation, a family of planes with unit normal $N$ is $N\cdot X=kd_0$, with $k$ an integer. Substituting $X=F^{-1}x$ gives

$$(F^{-T}N)\cdot x=kd_0.$$

The new normal is along $F^{-T}N$ and the new spacing is $d=d_0/|F^{-T}N|$. For the new normal to be $n$, the old one must have been $N=F^Tn/|F^Tn|$. Then $F^{-T}N=n/|F^Tn|$, and so $d=d_0|F^Tn|$.

Now write $F=I+H$, with $H$ small and $\epsilon=(H+H^T)/2$. Then

$$|F^Tn|^2=n\cdot FF^Tn=1+2\,n\cdot\epsilon\,n+n\cdot HH^Tn.$$

The last term is of second order. Taking the square root to first order gives $d/d_0=1+n\cdot\epsilon\,n$. $\square$

**Lemma 2 (stress).** The stress tensor is $\mathrm{diag}(\sigma,\sigma,0)$ throughout the film.

*Proof.* Equilibrium requires $\partial_x\sigma_{ix}+\partial_y\sigma_{iy}+\partial_z\sigma_{iz}=0$ for $i=x,y,z$. Nothing varies along $x$ or $y$, so $\partial_z\sigma_{iz}=0$. The free surface has $\sigma_{iz}=0$, and this value therefore holds at every depth. An in-plane stress that is the same in every direction has $\sigma_{xx}=\sigma_{yy}=\sigma$ and $\sigma_{xy}=0$. $\square$

**Lemma 3 (strain).** The shear strains vanish, and

$$e_p=\epsilon_{xx}=\epsilon_{yy}=\frac{(1-\nu)\sigma}{E},\qquad e_z=\epsilon_{zz}=-\frac{2\nu\sigma}{E}.$$

*Proof.* Hooke's law for an isotropic solid is

$$\epsilon_{ij}=\frac{1+\nu}{E}\sigma_{ij}-\frac{\nu}{E}\delta_{ij}\,\mathrm{tr}\,\sigma .$$

Here the trace is $2\sigma$. The in-plane strain is $[(1+\nu)-2\nu]\sigma/E$. The normal strain has no first term and equals $-2\nu\sigma/E$. There is no shear stress, hence no shear strain. $\square$

The same ratio follows if the substrate is regarded as imposing $e_p$ while the film chooses $e_z$ to minimise its energy. With Lamé constants $\Lambda$ and $\mu$, the energy density is $\frac12\Lambda(2e_p+e_z)^2+\mu(2e_p^2+e_z^2)$. Setting its derivative with respect to $e_z$ to zero gives

$$\Lambda(2e_p+e_z)+2\mu e_z=0,\qquad e_z=-\frac{2\Lambda}{\Lambda+2\mu}e_p=-\frac{2\nu}{1-\nu}e_p,$$

because $\Lambda=2\mu\nu/(1-2\nu)$ for $\nu<1/2$. This agrees with Lemma 3.

## Proof of the theorem

At azimuth $\phi$ the measured direction is $n=(\sin\psi\cos\phi,\ \sin\psi\sin\phi,\ \cos\psi)$. Lemmas 1 and 3 give

$$\varepsilon=e_p\sin^2\psi(\cos^2\phi+\sin^2\phi)+e_z\cos^2\psi=e_z+(e_p-e_z)s.$$

The azimuth drops out. The coefficient of $s$ is $[(1-\nu)+2\nu]\sigma/E=(1+\nu)\sigma/E$, and the constant is $-2\nu\sigma/E$, which gives the stated line. For $\sigma\ne0$ its slope is nonzero, since $1+\nu>0$, so it has one zero, $s_0=-e_z/(e_p-e_z)=2\nu/(1+\nu)$. The derivative $ds_0/d\nu=2/(1+\nu)^2$ is positive, so $s_0$ rises from 0 at $\nu=0$ to $2/3$ at $\nu=1/2$. $\square$

**Limits.** At $\nu=0$ the film does not change thickness, and the unstrained direction is the film normal. At $\nu=1/2$ the volume is unchanged. The direction $s=2/3$ has equal squared components along $x$, $y$ and $z$ when $\phi=45^\circ$, so its strain is one third of the volume strain, which is zero. For negative $\nu$, $s_0$ is negative: every direction is strained with the same sign, and no unstrained tilt exists. If $\sigma=0$, every direction is unstrained and the line has no slope.

## Corollary: reading the spacing and the stress

Write the measured line as $d=d_n+ms$. The theorem gives

$$d_n=d_0\left(1-\frac{2\nu\sigma}{E}\right),\qquad m=d_0\frac{(1+\nu)\sigma}{E}.$$

Evaluating the line at $s_0$ and solving the second relation for $\sigma$,

$$d_0=d_n+\frac{2\nu}{1+\nu}m,\qquad \sigma=\frac{E\,m}{(1+\nu)d_0}.$$

The spacing needs $\nu$ but not $E$. The stress needs $E/(1+\nu)$.

Suppose instead that $d_0$ is taken from elsewhere, with a relative error $\delta$. In the slope formula the inferred stress is $\sigma/(1+\delta)\approx\sigma(1-\delta)$. A single reading at $\psi=0$ gives

$$-\frac{E}{2\nu}\left[\frac{d_n}{d_0(1+\delta)}-1\right]\approx-\frac{E}{2\nu}(e_z-\delta)=\sigma+\frac{E\delta}{2\nu}.$$

The added stress does not shrink with $\sigma$. The slope is insensitive because it compares spacings within the same film.

## Example: a sputtered tungsten film

Tungsten suits assumption 1 because its cubic crystals are nearly isotropic. Take alpha tungsten with the rough typical values $E=410$ GPa, $\nu=0.28$ and $\sigma=-1.50$ GPa. The calculation sets the stress-free cell edge to 0.3165 nm and the wavelength to 0.15406 nm, close to the copper K-alpha1 line. These digits are chosen inputs of the synthetic measurement. For the 321 reflection, $d_0=0.3165/\sqrt{14}=0.084588$ nm. The strains and the unstrained direction are

$$e_p=\frac{0.72(-1.50)}{410}=-2.634\times10^{-3},\qquad e_z=\frac{0.56(1.50)}{410}=2.049\times10^{-3},$$

$$s_0=\frac{0.56}{1.28}=0.4375,\qquad \psi_0=41.4^\circ .$$

Compression shortens the film in its plane and thickens it, so $d$ falls as the film is tilted. Seven synthetic readings were made at $s=0,0.1,\dots,0.6$ from the deformed lattice and rounded to $0.01^\circ$ in $2\theta$. They run from $130.68^\circ$ to $131.38^\circ$. A least-squares line through the resulting spacings has $d_n=0.084761$ nm and $m=-3.929\times10^{-4}$ nm. Therefore

$$d_0=0.084761-0.4375(3.929\times10^{-4})=0.084589\ \text{nm},$$

$$\sigma=\frac{410(-3.929\times10^{-4})}{1.28(0.084589)}=-1.488\ \text{GPa}.$$

The spacing is recovered to a relative error of $1.0\times10^{-5}$, and the stress to 0.8% of the imposed value. Without rounding the fitted stress is $-1.4986$ GPa, so most of the 0.8% comes from rounding.

If the assumed $d_0$ is 0.1% too large, the unrounded spacing at $\psi=0$ alone gives $-0.767$ GPa. The predicted shift is $410(0.001)/0.56=0.73$ GPa, half the stress itself. The slope with the same wrong $d_0$ gives $-1.497$ GPa.

## Remark 1: how straight the line is

With $F=\mathrm{diag}(1+e_p,1+e_p,1+e_z)$, Lemma 1 gives without approximation

$$\left(\frac{d}{d_0}\right)^2=(1+e_p)^2s+(1+e_z)^2(1-s).$$

It is the squared spacing that is exactly linear in $s$. Let $L=e_ps+e_z(1-s)$ and $Q=e_p^2s+e_z^2(1-s)$. The right side is $1+2L+Q$, and its square root is $1+L+(Q-L^2)/2$ to second order. Expanding $L^2$ and collecting terms,

$$Q-L^2=s(1-s)(e_p^2+e_z^2-2e_pe_z)=s(1-s)(e_p-e_z)^2.$$

The plot of $d/d_0$ is thus bent by $s(1-s)(e_p-e_z)^2/2$, at most $2.7\times10^{-6}$ here. On a grid symmetric about $s=0.3$, a fitted line takes the slope of this parabola at the centre, $0.2(e_p-e_z)^2=4.4\times10^{-6}$. Against the main slope of $-4.683\times10^{-3}$ this lowers the stress magnitude by 0.09%, which accounts for $-1.4986$ GPa.

Setting $(d/d_0)^2=1$ gives the displaced zero:

$$s=\frac{-e_z(2+e_z)}{(e_p-e_z)(2+e_p+e_z)}=s_0\frac{1+e_z/2}{1+(e_p+e_z)/2}\approx s_0\left(1-\frac{e_p}{2}\right).$$

For the film this is 0.4381 instead of 0.4375. The shift, like the bend above, rests on taking the stretch minus one as the strain that is linear in stress. If the Green strain $G=(F^TF-I)/2$ obeys Hooke's law instead, $(d/d_0)^2=1+2\,n\cdot G\,n$ for this diagonal $F$, the zero lies exactly at $s_0$ and the fitted stress is $-1.4990$ GPa; with the logarithmic strain the zero is 0.4387 and the stress $-1.4981$ GPa. The second-order terms of a real film are therefore set by its nonlinear elastic constants, which are left out; the numbers here give only their order of size. In a numerical test, the zero was found from the spacings of deformed cubic lattices for $\nu=0.1,0.28,0.45$ and $\sigma=\pm1.5$ GPa, with $E=410$ GPa. All six roots agreed with the last expression to within $10^{-5}$ in $s$.

## Remark 2: unequal in-plane stresses

Let the principal in-plane stresses be $\sigma_1$ and $\sigma_2$, with $\phi$ measured from the first axis, and let $\sigma_\phi=\sigma_1\cos^2\phi+\sigma_2\sin^2\phi$. Projecting Hooke's law on $n$ gives

$$\varepsilon=\frac{1+\nu}{E}\sigma_\phi s-\frac{\nu}{E}(\sigma_1+\sigma_2),\qquad \varepsilon(s_0)=\frac{\nu}{E}(2\sigma_\phi-\sigma_1-\sigma_2).$$

Along the first axis the residual strain is $\nu(\sigma_1-\sigma_2)/E$. For stresses 5% above and below $-1.50$ GPa in magnitude it is $0.28(-0.15)/410=-1.0\times10^{-4}$. Two azimuths $90^\circ$ apart have $\sigma_\phi$ values that add to $\sigma_1+\sigma_2$, so their mean strain at $s_0$ is zero. Averaging them restores the theorem, with $\sigma$ replaced by $(\sigma_1+\sigma_2)/2$.

## Remark 3: stress that varies with depth

Lemma 2 still allows $\sigma$ to depend on $z$. If the peak reports the absorption-weighted mean strain, then $\varepsilon=\langle\sigma\rangle_\psi[(1+\nu)s-2\nu]/E$. The weight depends on tilt, because the beams travel further in the film at larger $\psi$, and the plot bends. Its zero at $s_0$ stays, provided $E$, $\nu$ and $d_0$ are uniform. It need not be the only zero: if the stress changes sign with depth, the strain also vanishes at any tilt where $\langle\sigma\rangle_\psi=0$.

A straight fit misses this zero slightly. Take a film 0.5 µm thick with an absorption length of 3.0 µm, tilted about the line where the surface meets the plane of the two beams. Each beam then has a component $\sin\theta\cos\psi$ along the film normal, which sets its path. For a stress falling linearly from 20% above the mean magnitude at the surface to 20% below it at the substrate, the fitted $d_0$ is off by a relative $-1.4\times10^{-6}$. The fitted stress is $-1.521$ GPa rather than the mean $-1.50$ GPa, since the more stressed upper layers weigh more.

## Remark 4: anisotropic grains

Suppose the grains are anisotropic, untextured and all under the same stress. Averaging over grains turned about $n$ leaves a strain that is linear in the stress and unchanged by rotation about $n$. It can therefore depend only on $n\cdot\sigma n$ and $\mathrm{tr}\,\sigma$:

$$\varepsilon=A\,n\cdot\sigma n+B\,\mathrm{tr}\,\sigma=\sigma(As+2B).$$

The plot is still straight, but its zero, $-2B/A$, depends on the reflection through $A$ and $B$. The isotropic values are $A=(1+\nu)/E$ and $B=-\nu/E$.

The Zener ratio $2C_{44}/(C_{11}-C_{12})$ is 1 for an isotropic crystal. In a hypothetical film with ratio 1.5, and $C_{11}$ and $C_{12}$ held at the values of the example, the zeros lie at $s=0.4375$ for 200, 0.3611 for 321 and 0.3229 for 222. The 200 value is unmoved because normal strain along a cube axis involves only the compliances fixed by $C_{11}$ and $C_{12}$. The macroscopic $\nu$ of this film, averaged with all grains under the same stress, is 0.235, which would put the zero at $s=0.380$, away from all three. Averaged with all grains under the same strain it is 0.226, giving $s=0.369$. For such a film the macroscopic $\nu$ does not suffice to locate the unstrained direction.

## Remark 5: the model beside a real film

A compressive stress of 1.5 GPa is a plausible size for sputtered tungsten, though it depends strongly on deposition conditions. For the example's numbers, the relative errors in $d_0$ are as follows.

- Taking $\nu$ too high by 0.02 gives $-1.1\times10^{-4}$. With $E$ held fixed, the stress becomes $-1.476$ GPa.
- A $2\theta$ offset of $+0.02^\circ$ gives $-7.9\times10^{-5}$. This follows from Bragg's law, $\delta d/d=-\cot\theta\,\delta\theta$. The stress is $-1.498$ GPa, almost the $-1.4986$ GPa found without the offset, because an offset that is the same at every tilt moves all spacings almost equally. An offset that grows with tilt, as an error in specimen height can produce, does not cancel in the slope: $0.02^\circ/\cos\psi$ gives $-1.1\times10^{-4}$ and a stress of $-1.522$ GPa.
- A temperature 5 K higher changes $d_0$ itself by $2.3\times10^{-5}$, for a rough expansion coefficient of $4.5\times10^{-6}$ per K.
- A crystal anisotropy of 1%, in the model of Remark 4, gives $-8.0\times10^{-6}$ if $\nu$ is kept at 0.28. Most of this arises because the anisotropy also lowers the film's macroscopic $\nu$, to 0.2789; with that value the error is $-1.6\times10^{-6}$.

With the sizes assumed in this list and in Remark 2, the error in $\nu$, the tilt-dependent offset and the unequal stresses give the largest errors in $d_0$; other assumed sizes could change the order. Random errors in peak position are not in the list. If the seven readings had independent errors with a standard deviation of $0.05^\circ$ in $2\theta$, the standard deviation would be about $9\times10^{-5}$ in the relative error of $d_0$ and 0.12 GPa in the stress. Porosity lowers the macroscopic modulus of a film, but diffraction reads the strain of the solid, which obeys Hooke's law with the solid's own $E$ and $\nu$. With those constants $d_0$ is read as before and the slope formula gives the mean stress in the solid. Pores carry no stress, so the film as a whole carries $(1-p)$ times this value, where $p$ is the pore fraction. The modulus of the porous film generally falls faster than $1-p$ and does not belong in the slope formula. Composition gradients and plastic strain that differs between grains violate the assumptions and have not been sized. Texture, a preferred orientation of the grains, limits the tilts that can be read. If every grain had a 110 direction along the film normal, the 321 reflection would appear only at $s=0.107$ and $0.429$ within the range used here. The seven evenly spaced readings therefore presuppose a weak texture. The readings themselves are listed in the numerical output below.

## Table of computed values

```
Modulus E = 410 GPa; Poisson ratio = 0.28
Imposed stress = -1.50 GPa
Cell edge = 0.3165 nm; wavelength = 0.15406 nm
Unstrained 321 spacing d0 = 0.084588 nm
In-plane strain e_p = -2.6341e-03
Out-of-plane strain e_z = 2.0488e-03
Strain slope e_p - e_z = -4.6829e-03
Unstrained direction s0 = 0.4375
Unstrained tilt psi0 = 41.41 deg
sin^2(psi) | psi (deg) | true d (nm) | 2theta read (deg)
0.0 | 0.00 | 0.084761 | 130.68
0.1 | 18.43 | 0.084722 | 130.79
0.2 | 26.57 | 0.084682 | 130.91
0.3 | 33.21 | 0.084643 | 131.03
0.4 | 39.23 | 0.084603 | 131.14
0.5 | 45.00 | 0.084564 | 131.26
0.6 | 50.77 | 0.084524 | 131.38
Fit to readings: intercept d_n = 0.084761 nm
Fit to readings: slope m = -3.9287e-04 nm
Fit to readings: d0 = 0.084589 nm
Fit to readings: cell edge = 0.31650 nm
Fit to readings: stress = -1.488 GPa
Fit to readings: relative d0 error = 1.0e-05
Assumed d0 0.1% high, psi=0 only: stress = -0.767 GPa
Assumed d0 0.1% high, slope used: stress = -1.497 GPa
Neglected effects (relative d0 error; stress where given):
Finite strain: 2.5e-06; stress -1.4986 GPa
Finite strain: zero moves to s = 0.43808
nu taken 0.02 high: -1.1e-04; stress -1.476 GPa
Zener ratio 1.01, reflection 321: -8.0e-06
Stresses +5% and -5%, first axis only: -1.0e-04
Film thickness = 0.5 um; absorption length = 3.0 um
Stress gradient +20% to -20%: -1.4e-06; stress -1.521 GPa
2theta offset +0.02 deg: -7.9e-05; stress -1.498 GPa
Expansion coefficient = 4.5e-06 per K
Temperature 5 K higher: 2.3e-05
Hypothetical film, Zener ratio 1.5, uniform stress in grains:
zero of reflection 200: s = 0.4375
zero of reflection 321: s = 0.3611
zero of reflection 222: s = 0.3229
```
